# Operation and memory count of plane-wave G0W0 for 64 silicon atoms: a numerical check

```python
"""Operation and memory count of direct-sum plane-wave G0W0.

Result under test (real floating-point operations, per imaginary frequency):
  polarizability  8 Nv Nc NG^2 Nk^2     (all q points, Nq = Nk)
  inversion       8 NG^3 Nk
  self-energy     8 Ns (Nv+Nc) NG^2 Nk  (Ns states at one k point)
Nv, Nc: occupied and empty bands; NG: plane waves of the response matrices;
Nk: k points. Energies in hartree, lengths in bohr.
The counts are checked by running a one-dimensional insulator with numbers
that count their own arithmetic; the formulas are then applied to silicon.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.fft import next_fast_len
from scipy.integrate import quad


class CountedComplex:
    """Complex number that records the real operations it takes part in."""
    flops = 0

    def __init__(self, value):
        self.value = complex(value)

    def __add__(self, other):
        CountedComplex.flops += 2
        return CountedComplex(self.value + other.value)

    def __sub__(self, other):
        CountedComplex.flops += 2
        return CountedComplex(self.value - other.value)

    def __mul__(self, other):
        CountedComplex.flops += 6
        return CountedComplex(self.value * other.value)


counted = np.vectorize(CountedComplex, otypes=[object])
plain = np.vectorize(lambda number: number.value, otypes=[complex])


def leading_flops(n_val, n_cond, n_g, n_k, n_states):
    """Derived leading counts for one frequency."""
    return np.array([8.0 * n_val * n_cond * n_g**2 * n_k**2,
                     8.0 * n_g**3 * n_k,
                     8.0 * n_states * (n_val + n_cond) * n_g**2 * n_k])


# ---------- one-dimensional insulator, one occupied band per primitive cell
PERIOD = 6.0          # primitive lattice constant
V_ONE, V_TWO = 0.15, 0.05   # Fourier components of the potential
REFERENCE = 0.14      # energy zero of the frequency axis, inside the gap


def momentum_labels(cells, shells):
    top = shells * cells + (cells - 1) // 2
    return np.arange(-top, top + 1)


def bloch_states(cells, n_k, perturbation=0.0):
    """Bands of a ring of primitive cells, grouped into n_k k points."""
    labels = momentum_labels(cells, 2)
    size = len(labels)
    momentum = 2 * np.pi * labels / (cells * PERIOD)
    ham = np.diag(momentum**2 / 2).astype(complex)
    ham += V_ONE * (np.eye(size, k=-cells) + np.eye(size, k=cells))
    ham += 1j * V_TWO * (np.eye(size, k=-2*cells) - np.eye(size, k=2*cells))
    ham += perturbation
    states = []
    for k in range(n_k):
        members = np.flatnonzero(labels % n_k == k)
        energy, vectors = np.linalg.eigh(ham[np.ix_(members, members)])
        full = np.zeros((size, len(members)), complex)
        full[members] = vectors
        states.append((energy, full))
    return states


def pair_density(bra, kets, shifts):
    """<bra| exp(-i Q x) |ket> for every momentum label Q in shifts."""
    size, rows = len(bra), []
    for s in shifts:
        low, high = max(0, -s), min(size, size - s)
        rows.append(bra[low:high].conj() @ kets[low + s:high + s])
    return np.array(rows)


def counted_polarizability(cells, n_k, omega):
    """chi0(i omega), one valence band at a time, and the executed flops."""
    states = bloch_states(cells, n_k)
    response = momentum_labels(cells, 1)
    n_val = cells // n_k
    chi_all = np.zeros((len(response),) * 2, complex)
    start = CountedComplex.flops
    for q in range(n_k):
        chosen = np.flatnonzero(response % n_k == q)
        chi = counted(np.zeros((len(chosen),) * 2))
        for k in range(n_k):
            e_val, c_val = states[k]
            e_cond, c_cond = states[(k + q) % n_k]
            for v in range(n_val):
                gap = e_cond[n_val:] - e_val[v]
                weight = 4 * gap / (gap**2 + omega**2) / (cells * PERIOD)
                block = pair_density(c_val[:, v], c_cond[:, n_val:],
                                     response[chosen]) * np.sqrt(weight)
                for column in block.T:
                    chi = chi - np.multiply.outer(counted(column),
                                                  counted(column.conj()))
        chi_all[np.ix_(chosen, chosen)] = plain(chi)
    return chi_all, CountedComplex.flops - start


def counted_inverse(matrix):
    """In-place Gauss-Jordan without pivoting; reciprocals are not counted."""
    a = counted(matrix)
    n = len(a)
    for p in range(n):
        reciprocal = CountedComplex(1 / a[p, p].value)
        others = np.flatnonzero(np.arange(n) != p)
        square = np.ix_(others, others)
        a[p, others] = a[p, others] * reciprocal
        column = a[others, p].copy()
        a[square] = a[square] - np.multiply.outer(column, a[p, others])
        a[others, p] = column * CountedComplex(-reciprocal.value)
        a[p, p] = reciprocal
    return plain(a)


def counted_quadratic_form(matrix, vector):
    w, x, xc = counted(matrix), counted(vector), counted(vector.conj())
    product = counted(np.zeros(len(vector)))
    for g in range(len(vector)):
        product = product + w[:, g] * x[g]
    total = CountedComplex(0)
    for g in range(len(vector)):
        total = total + xc[g] * product[g]
    return total.value


def run_model(cells, n_k, omega=0.4, omega_external=0.3):
    """chi0, self-energy integrand of the lowest state, flops of each stage."""
    chi, flops_chi = counted_polarizability(cells, n_k, omega)
    response = momentum_labels(cells, 1)
    momentum = 2 * np.pi * response / (cells * PERIOD)
    root_v = np.sqrt(4 * np.pi / (momentum**2 + 1))  # positive interaction
    states = bloch_states(cells, n_k)
    external = states[0][1][:, 0]
    flops_inv = flops_sigma = 0
    integrand, lowest_eigenvalue = 0, np.inf
    for q in range(n_k):
        chosen = np.flatnonzero(response % n_k == q)
        root = root_v[chosen]
        eps = np.eye(len(chosen)) - (root[:, None] * root
                                     * chi[np.ix_(chosen, chosen)])
        lowest_eigenvalue = min(lowest_eigenvalue, np.linalg.eigvalsh(eps)[0])
        start = CountedComplex.flops
        inverse = counted_inverse(eps)
        flops_inv += CountedComplex.flops - start
        assert np.allclose(inverse, np.linalg.inv(eps), atol=1e-11)
        w_corr = root[:, None] * root * (inverse - np.eye(len(chosen)))
        energy, inner = states[(-q) % n_k]
        rho = pair_density(external, inner, -response[chosen]).conj()
        start = CountedComplex.flops
        for m in range(len(energy)):
            form = counted_quadratic_form(w_corr, rho[:, m])
            integrand += form / (1j*omega_external + REFERENCE - energy[m])
        flops_sigma += CountedComplex.flops - start
    return dict(chi=chi, sigma=integrand / (cells * PERIOD),
                lowest=lowest_eigenvalue,
                flops=np.array([flops_chi, flops_inv, flops_sigma], float))


# executed operations against the derived counts
runs = {}
for cells, n_k in [(3, 1), (9, 1), (3, 3), (9, 9), (9, 3)]:
    run = runs[cells, n_k] = run_model(cells, n_k)
    size = cells // n_k
    n_g, n_val, n_cond = 3 * size, size, 4 * size
    expected = leading_flops(n_val, n_cond, n_g, n_k, 1)
    expected[1] -= n_k * (4 * n_g**2 + 4 * n_g)
    expected[2] += n_k * 8 * (n_val + n_cond) * n_g
    assert np.array_equal(run["flops"], expected), (cells, n_k)
    assert run["lowest"] > 1 - 1e-12
    assert np.allclose(run["chi"], run["chi"].conj().T, atol=1e-13)
size_exponent = np.log(runs[9, 1]["flops"][0] / runs[3, 1]["flops"][0]) / np.log(3)
k_exponents = np.log(runs[9, 9]["flops"] / runs[3, 3]["flops"]) / np.log(3)
assert abs(size_exponent - 4) < 1e-12
assert np.allclose(k_exponents, [2, 1, 1])

# supercell at Gamma and smaller cells with k points give the same physics
folding_error = 0.0
for n_k in (3, 9):
    for key in ("chi", "sigma"):
        large, small = runs[9, 1][key], runs[9, n_k][key]
        difference = np.max(np.abs(large - small)) / np.max(np.abs(large))
        folding_error = max(folding_error, difference)
assert folding_error < 1e-9
folding_ratio = runs[9, 1]["flops"][0] / runs[9, 9]["flops"][0]
assert folding_ratio == 9**2

# occupied-empty sum against the full double sum over all pairs of bands
energy, vectors = bloch_states(9, 1)[0]
occupation = (np.arange(len(energy)) < 9).astype(float)
factor = ((occupation[:, None] - occupation)
          / (0.4j + energy[:, None] - energy))
elements = np.array([pair_density(vectors[:, n], vectors, momentum_labels(9, 1))
                     for n in range(len(energy))])
chi_definition = 2 / (9 * PERIOD) * np.einsum(
    "nm,nQm,nPm->QP", factor, elements, elements.conj())
definition_error = (np.max(np.abs(chi_definition - runs[9, 1]["chi"]))
                    / np.max(np.abs(chi_definition)))
assert definition_error < 1e-9

# static chi0 against the density change caused by a small potential
static_chi, _ = counted_polarizability(3, 1, 0.0)
response = momentum_labels(3, 1)
strength, wave, densities = 1e-4, 2, []
dimension = len(momentum_labels(3, 2))
cosine = np.eye(dimension, k=wave) + np.eye(dimension, k=-wave)
for sign in (1, -1):
    c = bloch_states(3, 1, sign * strength * cosine)[0][1]
    densities.append(2 / (3 * PERIOD) * sum(
        pair_density(c[:, v], c[:, v], response) for v in range(3)))
measured = (densities[0] - densities[1]) / (2 * strength)
predicted = static_chi[:, response == wave] + static_chi[:, response == -wave]
response_error = (np.max(np.abs(measured - predicted[:, 0]))
                  / np.max(np.abs(measured)))
assert response_error < 1e-4   # finite-difference error is quadratic

# frequency integral of the self-energy for a single pole of W
pole, omega_out = 0.6, 0.3
for offset in (0.4, -0.4):     # reference energy minus band energy
    def integrand(w):
        w_pole = -2 * pole / (w**2 + pole**2)
        return -w_pole / (2*np.pi) / (offset + 1j * (omega_out + w))
    integral = (quad(lambda w: integrand(w).real, -np.inf, np.inf)[0]
                + 1j * quad(lambda w: integrand(w).imag, -np.inf, np.inf)[0])
    exact = 1 / (1j * omega_out + offset + np.sign(offset) * pole)
    assert abs(integral - exact) < 1e-6


# number of bands below a high energy against the free-electron count
ceiling = 2.0
band_count = int(np.sum(bloch_states(99, 1)[0][0] < ceiling))
free_momentum = 2 * np.pi * momentum_labels(99, 2) / (99 * PERIOD)
free_count = int(np.sum(free_momentum**2 / 2 < ceiling))
assert abs(band_count / free_count - 1) < 0.03


def counted_fft(x):
    if len(x) == 1:
        return x
    even, odd = counted_fft(x[::2]), counted_fft(x[1::2])
    phase = np.exp(-2j * np.pi * np.arange(len(odd)) / len(x))
    turned = counted(phase) * odd
    return np.concatenate([even + turned, even - turned])


rng = np.random.default_rng(1)
signal = rng.normal(size=64) + 1j * rng.normal(size=64)
start = CountedComplex.flops
transform = plain(counted_fft(counted(signal)))
fft_flops = CountedComplex.flops - start
assert np.allclose(transform, np.fft.fft(signal))
assert fft_flops == 5 * 64 * 6


# ---------- silicon, cubic supercells of the eight-atom conventional cell
lattice = (constants.value("lattice parameter of silicon")
           / constants.value("Bohr radius"))
E_ORBITAL, E_RESPONSE, E_BANDS = 10.0, 5.0, 3.0
N_FREQ, N_STATES, RATE = 16, 10, 1e12


def sphere_radius(cutoff, length):
    return np.sqrt(2 * cutoff) * length / (2 * np.pi)


def plane_waves(cutoff, length, shift=(0, 0, 0)):
    radius = sphere_radius(cutoff, length)
    axis = np.arange(-int(radius) - 2, int(radius) + 3)
    x, y, z = [(axis + s)**2 for s in shift]
    return int(np.sum(x[:, None, None] + y[:, None] + z <= radius**2))


def smooth_count(cutoff, length):
    return length**3 * (2 * cutoff)**1.5 / (6 * np.pi**2)


def silicon_sizes(repeat):
    length = repeat * lattice
    n_val = 4 * 8 * repeat**3 // 2
    for cutoff in (E_ORBITAL, E_RESPONSE, E_BANDS):
        ratio = plane_waves(cutoff, length) / smooth_count(cutoff, length)
        assert abs(ratio - 1) < 0.03
    return (n_val, plane_waves(E_BANDS, length) - n_val,
            plane_waves(E_RESPONSE, length))


length = 2 * lattice
n_val, n_cond, n_g = silicon_sizes(2)
n_bands = n_val + n_cond
n_pw = plane_waves(E_ORBITAL, length)
q_counts = [plane_waves(E_RESPONSE, length, s)
            for s in itertools.product((0, 0.5), repeat=3)]
assert max(abs(np.array(q_counts) / smooth_count(E_RESPONSE, length) - 1)) < 0.03

# FFT grid free of aliasing, checked on one axis of the silicon cell
r_orb = sphere_radius(E_ORBITAL, length)
r_resp = sphere_radius(E_RESPONSE, length)
m_orb, m_resp = int(r_orb), int(r_resp)
bra, ket = rng.normal(size=(2, 2*m_orb + 1)) + 1j*rng.normal(size=(2, 2*m_orb + 1))
shifts = np.arange(-m_resp, m_resp + 1)


def grid_error(side):
    places = np.arange(-m_orb, m_orb + 1) % side
    fields = np.zeros((2, side), complex)
    fields[0, places], fields[1, places] = bra, ket
    fields = np.fft.ifft(fields) * side
    result = np.fft.fft(fields[0].conj() * fields[1])[shifts % side] / side
    return np.max(np.abs(result - pair_density(bra, ket, shifts)))


minimum_side = 2 * m_orb + m_resp + 1
assert grid_error(minimum_side) < 1e-10 < 1e-3 < grid_error(minimum_side - 1)
side = next_fast_len(int(2 * r_orb + r_resp) + 1, real=True)
assert side > 2 * r_orb + r_resp
n_grid = side**3
fft_each = 5 * n_grid * np.log2(n_grid)

# growth from 64 to 216 atoms with explicitly enumerated basis sizes
chi_64 = leading_flops(n_val, n_cond, n_g, 1, 1)[0]
chi_216 = leading_flops(*silicon_sizes(3), 1, 1)[0]
silicon_exponent = np.log(chi_216 / chi_64) / np.log(216 / 64)
assert abs(silicon_exponent - 4) < 0.1

print(f"model: chi0 flop, 9-cell supercell at Gamma: {runs[9, 1]['flops'][0]:.0f}")
print(f"model: chi0 flop, 1 cell with 9 k points: {runs[9, 9]['flops'][0]:.0f}")
print(f"model: ratio of these two counts: {folding_ratio:.0f}")
print(f"model: size exponent of chi0 count: {size_exponent:.3f}")
print("model: k exponents of chi0, inversion, self-energy: "
      + ", ".join(f"{x:.3f}" for x in k_exponents))
print(f"model: largest relative folding difference: {folding_error:.1e}")
print(f"model: relative difference to full double sum: {definition_error:.1e}")
print(f"model: relative difference to density response: {response_error:.1e}")
print(f"model: bands / plane waves below 2 hartree: {band_count} / {free_count}")
print(f"Si lattice parameter: {lattice:.4f} bohr")
print(f"cell edge: {length:.4f} bohr")
print(f"cell volume: {length**3:.1f} bohr^3")
print(f"cutoffs orbital, response, bands: {E_ORBITAL}, {E_RESPONSE}, {E_BANDS} hartree")
print(f"imaginary frequencies: {N_FREQ}; quasiparticle states: {N_STATES}")
print(f"occupied bands Nv: {n_val}")
print(f"empty bands Nc: {n_cond}")
print(f"all bands Nb: {n_bands}")
print(f"valence-conduction pairs: {n_val * n_cond}")
print(f"response plane waves NG: {n_g} (smooth estimate "
      f"{smooth_count(E_RESPONSE, length):.0f})")
print(f"NG over the 8 q points, min and max: {min(q_counts)}, {max(q_counts)}")
print(f"orbital plane waves Npw: {n_pw} (smooth estimate "
      f"{smooth_count(E_ORBITAL, length):.0f})")
print(f"smooth estimate of Nb: {smooth_count(E_BANDS, length):.0f}")
print(f"FFT cutoff radii, orbital and response: {r_orb:.2f}, {r_resp:.2f}")
print(f"FFT grid side: {side}; grid points: {n_grid}")
print(f"one FFT: {fft_each / 1e6:.2f} Mflop")
one = leading_flops(n_val, n_cond, n_g, 1, N_STATES) / 1e12
print(f"chi0, one frequency, Gamma: {one[0]:.2f} Tflop")
print(f"inversion, one frequency, Gamma: {one[1]:.3f} Tflop")
print(f"self-energy, one frequency, Gamma: {one[2]:.2f} Tflop")
print(f"chi0 / inversion, Gamma: {one[0] / one[1]:.1f}")
for n_k in (1, 8):
    parts = N_FREQ * leading_flops(n_val, n_cond, n_g, n_k, N_STATES) / 1e12
    fft_part = n_val * n_cond * n_k**2 * fft_each / 1e12
    total = parts.sum() + fft_part
    print(f"Nk={n_k}: chi0, all frequencies: {parts[0]:.1f} Tflop")
    print(f"Nk={n_k}: pair-density FFTs: {fft_part:.2f} Tflop")
    print(f"Nk={n_k}: inversions: {parts[1]:.1f} Tflop")
    print(f"Nk={n_k}: self-energy: {parts[2]:.1f} Tflop")
    print(f"Nk={n_k}: total: {total:.1f} Tflop")
    print(f"Nk={n_k}: time at 1e12 flop/s: {total * 1e12 / RATE / 3600:.3f} h")
folded = N_FREQ * leading_flops(n_val/32, n_cond/32, n_g/32, 32, 1)[0] / 1e12
print(f"chi0, 2-atom cell with 32 k points: {folded:.3f} Tflop")
print(f"chi0 216 atoms / 64 atoms: {chi_216 / chi_64:.1f}")
print(f"silicon size exponent of chi0: {silicon_exponent:.3f}")
word = np.dtype(complex).itemsize
matrix_gb = word * n_g**2 / 1e9
orbital_gb = word * n_bands * n_pw / 1e9
block_gb = word * n_cond * n_g / 1e9
print(f"memory, one response matrix: {matrix_gb:.3f} GB")
print(f"memory, {N_FREQ} frequencies, one q: {N_FREQ * matrix_gb:.2f} GB")
print(f"memory, {N_FREQ} frequencies, 8 q: {8 * N_FREQ * matrix_gb:.1f} GB")
print(f"memory, orbitals, 1 k and 8 k: {orbital_gb:.3f}, {8 * orbital_gb:.2f} GB")
print(f"memory, all pair densities of one (k,q): {n_val * block_gb:.1f} GB")
print(f"memory, pair densities of one valence band: {block_gb:.3f} GB")
print(f"memory, Gamma working set: "
      f"{N_FREQ * matrix_gb + orbital_gb + block_gb:.2f} GB")
print("all assertions hold")
```

Output:

```
model: chi0 flop, 9-cell supercell at Gamma: 1889568
model: chi0 flop, 1 cell with 9 k points: 23328
model: ratio of these two counts: 81
model: size exponent of chi0 count: 4.000
model: k exponents of chi0, inversion, self-energy: 2.000, 1.000, 1.000
model: largest relative folding difference: 1.5e-15
model: relative difference to full double sum: 8.9e-16
model: relative difference to density response: 1.2e-07
model: bands / plane waves below 2 hartree: 377 / 379
Si lattice parameter: 10.2631 bohr
cell edge: 20.5263 bohr
cell volume: 8648.3 bohr^3
cutoffs orbital, response, bands: 10.0, 5.0, 3.0 hartree
imaginary frequencies: 16; quasiparticle states: 10
occupied bands Nv: 128
empty bands Nc: 1981
all bands Nb: 2109
valence-conduction pairs: 253568
response plane waves NG: 4625 (smooth estimate 4618)
NG over the 8 q points, min and max: 4625, 4636
orbital plane waves Npw: 13133 (smooth estimate 13062)
smooth estimate of Nb: 2146
FFT cutoff radii, orbital and response: 14.61, 10.33
FFT grid side: 40; grid points: 64000
one FFT: 5.11 Mflop
chi0, one frequency, Gamma: 43.39 Tflop
inversion, one frequency, Gamma: 0.791 Tflop
self-energy, one frequency, Gamma: 3.61 Tflop
chi0 / inversion, Gamma: 54.8
Nk=1: chi0, all frequencies: 694.3 Tflop
Nk=1: pair-density FFTs: 1.30 Tflop
Nk=1: inversions: 12.7 Tflop
Nk=1: self-energy: 57.7 Tflop
Nk=1: total: 766.0 Tflop
Nk=1: time at 1e12 flop/s: 0.213 h
Nk=8: chi0, all frequencies: 44433.2 Tflop
Nk=8: pair-density FFTs: 82.91 Tflop
Nk=8: inversions: 101.3 Tflop
Nk=8: self-energy: 462.0 Tflop
Nk=8: total: 45079.4 Tflop
Nk=8: time at 1e12 flop/s: 12.522 h
chi0, 2-atom cell with 32 k points: 0.678 Tflop
chi0 216 atoms / 64 atoms: 128.9
silicon size exponent of chi0: 3.994
memory, one response matrix: 0.342 GB
memory, 16 frequencies, one q: 5.48 GB
memory, 16 frequencies, 8 q: 43.8 GB
memory, orbitals, 1 k and 8 k: 0.443, 3.55 GB
memory, all pair densities of one (k,q): 18.8 GB
memory, pair densities of one valence band: 0.147 GB
memory, Gamma working set: 6.07 GB
all assertions hold
```
